# Loss of the Hebel–Slichter peak at strong coupling: an Einstein-phonon model

A calculation of the nuclear relaxation rate in a superconductor reaches a choice once the Eliashberg equations have been solved at the Matsubara frequencies. One can put a real gap into the rate formula, with a small fitted width, or do the extra work of finding the complex gap function at real frequencies. At strong coupling the choice can decide whether the calculated rate has a Hebel–Slichter peak below $T_c$, and therefore whether a missing peak in a measurement counts against isotropic pairing. With one phonon frequency the question can be settled in detail.

## The model and the rate

Take isotropic Eliashberg theory with a flat electronic band, no Coulomb pseudopotential, and

$$\alpha^2F(\nu)=a\,\delta(\nu-\Omega),\qquad a=\lambda\Omega/2 .$$

Then $2\int d\nu\,\alpha^2F/\nu=\lambda$ and the logarithmic average frequency is $\omega_{\log}=\Omega$. Units are $\hbar=k_B=1$.

The retarded electron propagator in Nambu space contains a renormalized frequency $W(\omega)=\omega Z(\omega)$ and a pairing function $\varphi(\omega)$. The gap function is $\Delta=\varphi/Z$. Integrating over band energy $\xi$, with normal density of states $N_0$, gives the local propagator

$$g=N_0\!\int\! d\xi\,\frac{W+\xi\tau_3+\varphi\tau_1}{W^2-\varphi^2-\xi^2}=-i\pi N_0(u+v\tau_1),$$

$$u=\frac{W}{\sqrt{W^2-\varphi^2}},\qquad v=\frac{\varphi}{\sqrt{W^2-\varphi^2}} .$$

The $\xi\tau_3$ term is odd and drops out. The rest follows by closing the contour around $\xi=\sqrt{W^2-\varphi^2}$, the root with positive imaginary part. The local spectral matrix is $A=-\mathrm{Im}\,g/\pi=N_0(\mathrm{Re}\,u+\tau_1\mathrm{Re}\,v)$.

For a contact hyperfine coupling the nucleus sees the local electron spin. In the Nambu basis $(c_\uparrow,c^\dagger_\downarrow)$ the spin density along $z$ is the unit matrix plus a constant, and spin rotation symmetry gives the transverse response the same strength. Without vertex corrections or exchange enhancement, absorption at the very small nuclear frequency is proportional to $\int d\omega(-f')\,\mathrm{tr}A^2$, where $f$ is the Fermi function. Since $\mathrm{tr}A^2=2N_0^2[(\mathrm{Re}\,u)^2+(\mathrm{Re}\,v)^2]$, division by the normal-state value at the same temperature gives

$$R=\int_{-\infty}^{\infty}\!d\omega\,(-f')\left[(\mathrm{Re}\,u)^2+(\mathrm{Re}\,v)^2\right].$$

If $\Delta$ is real and constant, the bracket is $(\omega^2+\Delta^2)/(\omega^2-\Delta^2)$ above the gap. Near the edge it behaves as $\Delta/(\omega-\Delta)$, whose integral diverges logarithmically. With a real gap the height of the peak is therefore set by whatever width is put in by hand.

## The gap function at real frequencies

At $\omega_n=(2n+1)\pi T$ the interaction is $\lambda\ell_{nm}$, with $\ell_{nm}=\Omega^2/[\Omega^2+(\omega_n-\omega_m)^2]$. At $T_c$ the equations can be linearized in $s_n=\Delta_n/|\omega_n|$:

$$\varphi_n=\pi T\lambda\sum_m\ell_{nm}s_m,\qquad
|W_n|=|\omega_n|+\pi T\lambda\sum_m\ell_{nm}\,\mathrm{sgn}(\omega_n\omega_m).$$

Because $\varphi_n=|W_n|s_n$, moving the second sum to the right gives

$$|\omega_n|s_n=\lambda\,\pi T\sum_m\ell_{nm}\left[s_m-\mathrm{sgn}(\omega_n\omega_m)s_n\right].$$

This is an eigenvalue problem for $1/\lambda$. One chooses $T_c/\Omega$, and the largest eigenvalue gives the smallest coupling at which the normal state becomes unstable.

The same solution is needed at real $\omega$. Write

$$\lambda(z)=\frac{\lambda\Omega^2}{\Omega^2-z^2}=a\left[\frac1{\Omega-z}+\frac1{\Omega+z}\right].$$

The sum $P(z)=\pi T\sum_m\lambda(z-i\omega_m)s_m$ agrees with $\varphi_n$ at $z=i\omega_n$. It also has poles at $z=i\omega_m\pm\Omega$ in the upper half-plane, where a retarded function must be analytic. Let $d=\Delta/\omega=\varphi/W$, so that $d(i\omega_m)=-is_m$ for $\omega_m>0$, and add

$$Q(z)=i\pi a\left[A_-(z)d(z-\Omega)+A_+(z)d(z+\Omega)\right],$$

$$A_\mp(z)=n(\Omega)+f(\Omega\mp z),$$

where $n$ is the Bose function. At a Matsubara point $f(\Omega\mp i\omega_n)=-n(\Omega)$, so $Q$ vanishes there. Near $z=i\omega_m-\Omega+\epsilon$ the sum behaves as $\pi aTs_m/\epsilon$. There $f(\Omega+z)\simeq-T/\epsilon$, and $Q\simeq i\pi a(-T/\epsilon)(-is_m)=-\pi aTs_m/\epsilon$. The poles cancel. At $z=i\omega_m+\Omega+\epsilon$ both contributions change sign, and they cancel again.

The same argument for $W$, with $d$ replaced by 1, gives

$$W(\omega)=\omega+i\pi T\sum_m\lambda(\omega-i\omega_m)\,\mathrm{sgn}\,\omega_m+i\pi a(A_-+A_+).$$

Terms with $\pm\omega_m$ combine into a real sum that is odd in $\omega$. The gap equation on the real axis is then

$$W(\omega)d(\omega)=P(\omega)+i\pi a\left[A_-d(\omega-\Omega)+A_+d(\omega+\Omega)\right].$$

It connects only energies that differ by whole multiples of $\Omega$. For each starting energy it is a tridiagonal linear system, with no need to interpolate sharp structures. As a test, the Poisson integral of $d(\omega)$ was used to return to the first four Matsubara points. At $T_c/\Omega=0.30$ the largest relative error was about $10^{-8}$ when the energies extended to about $80\,\Omega$.

At $\omega=0$ the real part of $W$ vanishes, which leaves

$$\mathrm{Im}\,W(0)=2\pi a[n(\Omega)+f(\Omega)]=\frac{\pi\lambda\Omega}{\sinh(\Omega/T)} .$$

The last step uses $1/(e^x-1)+1/(e^x+1)=1/\sinh x$. This is the damping of a normal electron at the Fermi energy: it must absorb a thermal phonon, or fill a thermally emptied state by emitting one. For $T\ll\Omega$ it falls as $2\pi\lambda\Omega e^{-\Omega/T}$. At $T_c/\Omega=0.30$, where $\lambda=3.367$, it is $10.58\,\Omega/14.00=0.756\,\Omega$. Dividing by the slope $Z_0$ of $\mathrm{Re}\,W$ at zero energy gives the quasiparticle half-width $\Gamma_N$.

## A sign that decides the initial rise

Just below $T_c$ the function $d$ is small, and

$$u=(1-d^2)^{-1/2}\simeq1+\tfrac12d^2,\qquad v\simeq d .$$

To second order $(\mathrm{Re}\,u)^2+(\mathrm{Re}\,v)^2-1=\mathrm{Re}\,d^2+(\mathrm{Re}\,d)^2$. With $\mathrm{Re}\,d^2=(\mathrm{Re}\,d)^2-(\mathrm{Im}\,d)^2$ this becomes

$$R-1=Cv_0^2,\qquad C=\int d\omega\,(-f')\left[2(\mathrm{Re}\,d)^2-(\mathrm{Im}\,d)^2\right].$$

Here $v_0=|v(i\pi T)|$ is the magnitude of $v$ at the lowest Matsubara frequency, where $v$ itself is imaginary, and in $C$ the function $d$ is scaled so that $s_0=1$. In this mean-field theory $v_0^2$ grows linearly with $T_c-T$, so the sign of $C$ fixes the sign of the initial slope of $R$.

If $C>0$, $R$ rises above 1 on cooling. It must later fall, because a fully gapped state has no thermal excitations left as $T\to0$, so there is a maximum. If $C<0$, $R$ starts downward. That alone does not exclude a later maximum, which has to be looked for at finite gap.

The expansion needs $|d|\ll1$ at all thermally important energies. At weak damping $d$ is large near $\omega=0$, so the linear law holds only very close to $T_c$. The full equations at $T_c/\Omega=0.45$ and $T/T_c=0.999$ give $(R-1)/v_0^2=-2.08$, in agreement with $C=-2.08$.

A peak in $R$ is not yet a peak in the raw rate, which is proportional to $TR$. If $R=1+\kappa(1-T/T_c)$ close to $T_c$, then $TR/T_c\simeq1+(\kappa-1)(1-T/T_c)$. The raw rate rises on cooling only if $\kappa>1$.

## What damping does at low energy

The retarded functions obey $W(-\omega)=-W(\omega)^*$ and $\varphi(-\omega)=\varphi(\omega)^*$. Hence the real part of $1/d=W/\varphi$ is odd in $\omega$ and its imaginary part is even. To first order in $\omega$,

$$\frac1{d(\omega)}=\frac{\omega+i\Gamma}{\Delta_0},\qquad \Delta(\omega)=\frac{\Delta_0\,\omega}{\omega+i\Gamma}.$$

This defines $\Delta_0$ and the gap damping $\Gamma$. Inserted into $u=(1-d^2)^{-1/2}$, it gives $u=(\omega+i\Gamma)/\sqrt{(\omega+i\Gamma)^2-\Delta_0^2}$, the Dynes form of the density of states. Here it results from thermal phonons, and $\Gamma$ is not a free parameter. If $\varphi$ were constant, $\Gamma$ would equal $\Gamma_N$. The energy dependence of $\varphi$ makes them differ.

If this form is used at all thermal energies, $C$ has a closed expression. Put $y=\Gamma/2\pi T$ and $h(\omega)=1/(\Gamma-i\omega)$. Integrating by parts and closing the contour in the upper half-plane, where $f$ has poles at $i\omega_k$ with residue $-T$, gives

$$\int(-f')h\,d\omega=\int f h'\,d\omega=2\pi T\sum_{k\ge0}\frac1{(\Gamma+\omega_k)^2}=\frac{\psi'(\frac12+y)}{2\pi T},$$

where $\psi$ is the digamma function. Two integrals follow. The real part of $h$ is $\Gamma/(\omega^2+\Gamma^2)$, so

$$\int\frac{-f'}{\omega^2+\Gamma^2}\,d\omega=\frac{\psi'(\frac12+y)}{2\pi T\,\Gamma}=\frac{\psi'(\frac12+y)}{(2\pi T)^2y}.$$

Differentiating with respect to $\Gamma$ produces $-h^2$, and $(\omega+i\Gamma)^{-2}=-h^2$, so

$$\int\frac{-f'}{(\omega+i\Gamma)^2}\,d\omega=\frac{\psi''(\frac12+y)}{(2\pi T)^2}.$$

Since $(\mathrm{Re}\,d)^2=\frac12(|d|^2+\mathrm{Re}\,d^2)$, the integrand of $C$ is $\frac32\mathrm{Re}\,d^2+\frac12|d|^2$. Therefore

$$C_{\rm low}=\frac{\Delta_0^2}{(2\pi T)^2}\left[\frac32\psi''\!\left(\tfrac12+y\right)+\frac{\psi'(\frac12+y)}{2y}\right].$$

For $\Gamma\ll T$ the second term dominates, and $\psi'(\frac12)=\pi^2/2$ gives $C_{\rm low}\simeq\pi\Delta_0^2/(8\Gamma T)$. The initial rise is steep because the damping is small. For $\Gamma\gg T$, $\psi'\simeq1/y$ and $\psi''\simeq-1/y^2$, so that $C_{\rm low}\simeq-\Delta_0^2/\Gamma^2$. Thermal electrons then see an almost imaginary $d\simeq-i\Delta_0/\Gamma$. It lowers the density of states near the Fermi energy and contributes nothing to $(\mathrm{Re}\,v)^2$ at this order. The bracket changes sign at $\Gamma/T=0.81$, whatever the value of $\Delta_0$.

## The map against $T_c/\omega_{\log}$

The full real-frequency solution, without the low-energy approximation, gives:

| $T_c/\Omega$ | $\lambda$ | $\Gamma_N/T_c$ | $\Gamma/T_c$ | $C$ |
|---|---|---|---|---|
| 0.10 | 0.89 | 0.0013 | 0.0012 | 3323 |
| 0.20 | 1.85 | 0.124 | 0.104 | 24.5 |
| 0.30 | 3.37 | 0.503 | 0.394 | 0.57 |
| 0.35 | 4.34 | 0.755 | 0.591 | −1.17 |
| 0.45 | 6.74 | 1.352 | 1.117 | −2.08 |

The initial rise is lost at $T_c/\Omega=0.31$, where $\lambda=3.58$. For a round phonon energy of 10 meV this means $k_BT_c=3.1$ meV, or $T_c=36$ K. This coupling lies just inside the range where the model is thermodynamically stable. The electronic specific heat of its normal state is $\gamma_0T(1+\lambda h)$, where $\gamma_0T$ is the value without coupling and $h$ has a minimum of $-0.271$ at $T=0.49\,\Omega$, so it turns negative above $T_c$ once $\lambda>3.69$. The last two rows, and the cases with $T_c/\Omega=0.343$ and $0.45$ below, solve the equations but lie beyond that limit. They show the trend of the equations and do not describe a stable metal. Between the first two rows $T_c/\Omega$ doubles while $\Gamma/T_c$ grows about 86-fold, as expected when damping is thermally activated. An initial slope that is very steep at $\lambda\approx0.9$ can therefore change sign within a moderate range of coupling.

At $T_c/\Omega=0.10$ the low-energy formula reproduces the full $C$ to within 0.01% of its value. This agreement concerns only the linear range, which is extremely narrow here: the gap already equals $\Gamma$ at $1-T/T_c\approx10^{-7}$. At the crossing it is much less accurate. It predicts the sign change at $T_c/\Omega=0.40$, some 27% above the full result, and the gap damping at the true crossing is $0.44\,T_c$ instead of $0.81\,T_c$. The low-energy threshold $\Gamma/T_c=0.81$ thus overestimates how long the initial rise survives.

The main reason is that damping grows with energy. The part of $\mathrm{Im}\,W$ that depends on $\omega$ is $\pi a[f(\Omega-\omega)+f(\Omega+\omega)]$. For $\omega$ well below $\Omega$ and $T\ll\Omega$ it is close to $2\pi a\,e^{-\Omega/T}\cosh(\omega/T)$, so electrons at $\omega\sim T$ are damped more than those at the Fermi energy. The effect on $C$ can be separated at the true crossing, where the low-energy form gives $C=2.12$. Restoring the full energy dependence of $\mathrm{Im}(1/d)$, with the real part still linear in $\omega$, lowers this to $-0.35$. The departure of the real part from a straight line then brings $C$ back to zero.

## Is damping the cause?

As the coupling rises, the size of the gap and the shape of $\Delta(\omega)$ change along with the damping. To separate these effects, the imaginary part of $1/d$ can be rescaled for $|\omega|<\Omega/2$ alone, with its real part and everything at higher energy held fixed. The altered function no longer solves the Eliashberg equations. It serves as a diagnostic of what controls the sign of $C$.

At $T_c/\Omega=0.45$, reducing this damping tenfold changes $C$ from $-2.08$ to $+37.7$. At $T_c/\Omega=0.15$, increasing it by a factor of 80, which makes the zero-energy $\Gamma$ equal to $2T_c$, changes $C$ from $+143$ to $-0.65$. In both cases the sign follows the damping at thermal energies, while the real part of $1/d$ and everything above $\Omega/2$ stay in place.

The damping must, however, be of the right kind. Elastic scattering by nonmagnetic impurities at a rate $\gamma$ adds $i\gamma u$ to $W$ and $i\gamma v$ to $\varphi$. Define

$$x=u+v=\sqrt{\frac{W+\varphi}{W-\varphi}},\qquad \frac1x=u-v,$$

where the second relation follows from $u^2-v^2=1$. With impurities the condition on $x$ becomes

$$x^2\left(W-\varphi+\frac{i\gamma}{x}\right)=W+\varphi+i\gamma x .$$

The terms $i\gamma x$ cancel, and the clean equation remains. At Matsubara frequencies the additions are likewise proportional to $W_n$ and $\varphi_n$, so $\Delta_n$ and $T_c$ do not change. Elastic scattering broadens the normal electron but leaves $\Delta(\omega)$, and with it $R$, untouched in this isotropic theory. In the test at $T_c/\Omega=0.20$ and $T=0.9\,T_c$, an elastic rate of $0.5\,\Omega$ left $R=1.230$ unchanged. That rate is more than six times the inelastic $\mathrm{Im}\,W(0)=0.078\,\Omega$ at $T_c$.

The same cancellation shows why the normal linewidth is not the right measure for very soft phonons. As a phonon frequency $\nu$ tends to zero, $d(\omega\pm\nu)\to d(\omega)$, and the scattering terms on the right of the gap equation cancel the matching damping in $W$. The smearing comes from scattering that transfers energy, because it mixes values of $d$ at different energies.

## Below $T_c$, at finite gap

The function $x$ also gives a convenient form of the full nonlinear problem. The combinations $W\pm\varphi$ each consist of a real source plus $i\pi a$ times positive weights multiplying $x^{\pm1}$ at $\omega\pm\Omega$. If both lie in the upper half-plane, the principal root has $\mathrm{Re}\,x>0$ and $\mathrm{Re}\,(1/x)>0$, which keeps them there at the next iteration. This fixes the branch of the square root. Since $u=(x+1/x)/2$ and $v=(x-1/x)/2$, the bracket in $R$ becomes $\frac12[(\mathrm{Re}\,x)^2+(\mathrm{Re}\,1/x)^2]$.

The resulting values of $R$ for three choices of $T_c/\Omega$ are:

| $T/T_c$ | 0.20 | 0.343 | 0.45 |
|---|---|---|---|
| 0.98 | 1.29 | 0.93 | 0.90 |
| 0.95 | 1.35 | 0.79 | 0.76 |
| 0.90 | 1.23 | 0.61 | 0.57 |
| 0.80 | 0.82 | 0.39 | 0.33 |
| 0.70 | 0.48 | 0.23 | 0.18 |

The first column has a clear peak. The second, 10% above the critical ratio, already falls at every listed temperature, so no later maximum appears on this set of points. A small positive $C$ does not give a visible peak either. At $T_c/\Omega=0.30$, where $C=0.57$, $R$ is already 0.99 at $0.99\,T_c$ and 0.93 at $0.97\,T_c$. At $T_c/\Omega=0.25$ it is 1.05 at $0.97\,T_c$ and 0.96 at $0.94\,T_c$. The peak fades in practice before the sign of $C$ changes.

An accumulation of states survives when the relaxation peak is gone, but it lies elsewhere. At $0.9\,T_c$ the greatest density of states, relative to the normal state, is 2.17, 1.35 and 1.39 in the three cases. In the first it belongs to a gap edge at about $0.27\,\Omega$, or $1.5\,T$. In the other two it is a broad maximum near $1.5\,\Omega$ and $2\,\Omega$, about five times the temperature. There the factor $-f'$ is only a few per cent of its value at the Fermi energy, so these states cannot make up for those removed at lower energy. A visible maximum in the tunnelling density of states and a missing relaxation peak are compatible.

## Consequences for a real spectrum

The critical ratio 0.31 belongs to a single phonon frequency with no Coulomb repulsion. For a general spectrum the derivation of the normal damping can be repeated frequency by frequency, with the result

$$\mathrm{Im}\,W(0)=2\pi\int_0^\infty d\nu\,\frac{\alpha^2F(\nu)}{\sinh(\nu/T)} .$$

Low frequencies enter with a large thermal weight, although the softest ones act almost elastically and smear the gap less than this integral suggests. Two materials with the same $T_c/\omega_{\log}$ can therefore differ in their damping, and the ratio by itself is a guide to the peak, not a criterion. Anisotropic gaps, magnetic scattering, exchange enhancement and vertex corrections are outside the model and can alter the rate in their own ways.

For the choice at the start, a real gap with the calculated gap damping $\Gamma$ as its width gives the correct initial slope when $T_c/\Omega$ is near 0.1 in this model, but the agreement is confined to temperatures very close to $T_c$. At $T_c/\Omega=0.10$ and $T=0.99\,T_c$ the damping at the gap edge is about one sixth of $\Gamma$ at $T_c$. There a real gap with the width fixed at its $T_c$ value gives $R\approx2.0$, while the full solution gives about 2.3. This difference belongs to the perfectly sharp mode, which ties the states at $\omega\pm\Omega$ to the singular gap edge itself. If the mode is given a Gaussian width with standard deviation $0.05\,\Omega$ at the same $T_c$, the edge damping is 0.95 of $\Gamma$ at $T_c$, and the full solution and the real gap give $R=1.97$ and $1.96$. Between the ratios 0.31 and 0.40 the low-energy form gives even the wrong sign of $C$. At the two ratios with negative $C$ that were followed below $T_c$, isotropic pairing itself gives no peak at the temperatures listed, but both couplings exceed the stability limit $\lambda=3.69$. Inside that limit, at $T_c/\Omega=0.30$ and $\lambda=3.37$, $R$ is below 1 at $0.99\,T_c$ and $0.97\,T_c$, so in this model a missing peak at such coupling is no evidence against isotropic pairing. The numerical output gives the intermediate couplings.

## Numbers as computed

```
Poisson error, ladder to 22.5 Omega: 2.4e-05
Poisson error, ladder to 82.5 Omega: 1.0e-08
Einstein model: energies in Omega, mu* = 0
Tc/Omega  lambda  Gnormal/Tc  Ggap/Tc  C (dimensionless)
0.10  0.8895  0.00132  0.00121  3322.6345
0.15  1.3074  0.02853  0.02511  143.3427
0.20  1.8521  0.12370  0.10364  24.4691
0.25  2.5368  0.28810  0.23133  5.6648
0.30  3.3667  0.50281  0.39386  0.5699
0.35  4.3440  0.75467  0.59083  -1.1730
0.40  5.4698  1.03816  0.83048  -1.8261
0.45  6.7445  1.35178  1.11695  -2.0790
0.50  8.1684  1.69559  1.43890  -2.1814
critical Tc/Omega = 0.3115
critical lambda = 3.579
gap damping/Tc at crossing = 0.4360
normal damping/Tc at crossing = 0.5579
low-energy threshold Gamma/Tc = 0.8091
low-energy estimate of critical Tc/Omega = 0.3959
critical Tc for Omega = 10 meV: 36.15 K
C at Tc/Omega=0.10: full 3322.635, local 3322.473
Im W(0) at Tc/Omega=0.30: 0.75560 Omega
Tc/Omega=0.45: C -2.0790; damping x0.1: 37.7269
Tc/Omega=0.15: C 143.3427; damping x79.7: -0.6523
Tc/Omega=0.45, T/Tc=0.999: (R-1)/v0^2 = -2.0819
R at Tc/Omega = 0.2000, 0.3427, 0.4500
T/Tc=0.98: 1.2851  0.9259  0.8964
T/Tc=0.95: 1.3493  0.7929  0.7581
T/Tc=0.90: 1.2303  0.6144  0.5739
T/Tc=0.80: 0.8191  0.3890  0.3282
T/Tc=0.70: 0.4808  0.2338  0.1805
highest DOS/normal at 0.9 Tc: 2.172  1.345  1.387
Tc/Omega=0.20: inelastic Im W(0) at Tc = 0.07841 Omega
R at 0.9 Tc with elastic rate 0.5 Omega = 1.2303
R at 0.7 Tc on finer grid = 0.4808
```
